# The Wronskian in numerical integration of the radial Dirac pair: a numerical check

```python
"""Radial Dirac pair Y' = A(r) Y, Y = (P, Q), hartree atomic units.
A = [[-kappa/r, (E-V+2c^2)/c], [-(E-V)/c, kappa/r]],  V = -Z/r,
E is measured from the rest energy; P, Q are r times the radial functions.
Result under test: the exponential midpoint step exp(h A(r+h/2)) has unit
determinant because tr A = 0, so the Wronskian W = P1 Q2 - P2 Q1 of two
solutions at equal E is conserved for every step h (up to rounding),
whereas explicit Runge-Kutta steps change W.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure
from scipy.integrate import solve_ivp
from scipy.linalg import expm

c = 1.0 / fine_structure
Z, kappa = 50.0, -1
E_cont, E_forb = 100.0, -100.0
r_start, r_end = 1.0, 21.0
IDENTITY = np.eye(2)


def coefficient_matrix(r, E):
    kinetic = E + Z / r
    return np.array([[-kappa / r, (kinetic + 2 * c * c) / c],
                     [-kinetic / c, kappa / r]])


def msquare(r, E):
    """The number m in A^2 = m I."""
    kinetic = E + Z / r
    return (kappa / r) ** 2 - kinetic * (kinetic + 2 * c * c) / c ** 2


def exp_factors(m, h):
    if m > 0:
        mu = math.sqrt(m)
        return math.cosh(mu * h), math.sinh(mu * h) / mu
    if m < 0:
        k = math.sqrt(-m)
        return math.cos(k * h), math.sin(k * h) / k
    return 1.0, h


def step_exponential(r, h, E):
    mid = r + h / 2
    C, S = exp_factors(msquare(mid, E), h)
    return C * IDENTITY + S * coefficient_matrix(mid, E)


def stages_midpoint(A0, Am, h, one):
    return one + h * Am * (one + h * A0 / 2)


def stages_rk4(A0, Am, A1, h, one):
    k1 = A0
    k2 = Am * (one + h * k1 / 2)
    k3 = Am * (one + h * k2 / 2)
    k4 = A1 * (one + h * k3)
    return one + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6


def step_explicit_midpoint(r, h, E):
    A0, Am = coefficient_matrix(r, E), coefficient_matrix(r + h / 2, E)
    return IDENTITY + h * Am @ (IDENTITY + h * A0 / 2)


def step_rk4(r, h, E):
    A0 = coefficient_matrix(r, E)
    Am = coefficient_matrix(r + h / 2, E)
    A1 = coefficient_matrix(r + h, E)
    k2 = Am @ (IDENTITY + h * A0 / 2)
    k3 = Am @ (IDENTITY + h * k2 / 2)
    k4 = A1 @ (IDENTITY + h * k3)
    return IDENTITY + h * (A0 + 2 * k2 + 2 * k3 + k4) / 6


def propagate(step, n, a, b, E):
    h = (b - a) / n
    Y = np.eye(2)
    for i in range(n):
        Y = step(a + i * h, h, E) @ Y
    return Y


def wronskian(Y):
    return Y[0, 0] * Y[1, 1] - Y[0, 1] * Y[1, 0]


# Signs of A: the closed-form Coulomb ground state must solve the pair.
gamma = math.sqrt(1 - (Z / c) ** 2)
E_ground = c * c * (gamma - 1)


def ground_state(r):
    P = r ** gamma * math.exp(-Z * r)
    return np.array([P, (gamma - 1) * c / Z * P])


r_test, d = 0.03, 1e-6
slope = (ground_state(r_test + d) - ground_state(r_test - d)) / (2 * d)
rhs = coefficient_matrix(r_test, E_ground) @ ground_state(r_test)
assert np.max(np.abs(slope - rhs)) < 1e-6 * np.linalg.norm(ground_state(r_test)) * Z

# Closed form of the exponential against a general matrix exponential.
for E in (E_cont, E_forb):
    for r in (1.0, 2.5):
        direct = expm(0.04 * coefficient_matrix(r + 0.02, E))
        assert np.allclose(step_exponential(r, 0.04, E), direct,
                           rtol=1e-11, atol=1e-12)
nilpotent = np.array([[1.0, 1.0], [-1.0, -1.0]])
C0, S0 = exp_factors(0.0, 0.3)
assert np.allclose(C0 * IDENTITY + S0 * nilpotent, expm(0.3 * nilpotent))

# Determinants of Runge-Kutta steps for a constant traceless matrix.
a_, b_, c_, h_ = sp.symbols("a b c h")
A_sym = sp.Matrix([[a_, b_], [c_, -a_]])
z2 = (a_ ** 2 + b_ * c_) * h_ ** 2
det_mid = stages_midpoint(A_sym, A_sym, h_, sp.eye(2)).det()
det_rk4 = stages_rk4(A_sym, A_sym, A_sym, h_, sp.eye(2)).det()
assert sp.expand(det_mid - (1 + z2 ** 2 / 4)) == 0
assert sp.expand(det_rk4 - (1 + z2 ** 3 / 72 + z2 ** 4 / 576)) == 0

print(f"speed of light c = {c:.6f} a.u.")
print(f"Z = {Z:.0f}, kappa = {kappa}, E = {E_cont:.0f} hartree")
print(f"range {r_start:.0f} to {r_end:.0f} bohr")

# First step written out.
n0 = 500
h0 = (r_end - r_start) / n0
mid0 = r_start + h0 / 2
A_first = coefficient_matrix(mid0, E_cont)
m0 = msquare(mid0, E_cont)
k0 = math.sqrt(-m0)
C0, S0 = exp_factors(m0, h0)
M0 = step_exponential(r_start, h0, E_cont)
print(f"step h = {h0:.4f} bohr, steps = {n0}, first midpoint = {mid0:.4f} bohr")
print(f"A11 = {A_first[0, 0]:.6f}, A12 = {A_first[0, 1]:.6f} 1/bohr")
print(f"A21 = {A_first[1, 0]:.6f}, A22 = {A_first[1, 1]:.6f} 1/bohr")
print(f"m = {m0:.5f} 1/bohr^2, k = {k0:.6f} 1/bohr, kh = {k0*h0:.6f}")
print(f"cos(kh) = {C0:.8f}, sin(kh)/k = {S0:.8f} bohr")
print(f"M11 = {M0[0, 0]:.8f}, M12 = {M0[0, 1]:.8f}")
print(f"M21 = {M0[1, 0]:.8f}, M22 = {M0[1, 1]:.8f}")
print(f"first-step det, exponential: {wronskian(M0):.12f}")
print("first-step det, explicit midpoint: "
      f"{wronskian(step_explicit_midpoint(r_start, h0, E_cont)):.8f}")
print(f"first-step det, RK4: {wronskian(step_rk4(r_start, h0, E_cont)):.8f}")

# Whole range: measured W and the estimate from local constant-A factors.
W_exp = wronskian(propagate(step_exponential, n0, r_start, r_end, E_cont))
W_mid = wronskian(propagate(step_explicit_midpoint, n0, r_start, r_end, E_cont))
W_rk4 = wronskian(propagate(step_rk4, n0, r_start, r_end, E_cont))
z2_local = np.array([msquare(r_start + (i + 0.5) * h0, E_cont) * h0 ** 2
                     for i in range(n0)])
est_mid = np.prod(1 + z2_local ** 2 / 4)
est_rk4 = np.prod(1 + z2_local ** 3 / 72 + z2_local ** 4 / 576)
assert abs(W_exp - 1) < 1e-11
assert W_rk4 < 0.95 and W_mid > 10
# The estimate neglects the variation of A inside a step.
assert abs(math.log(W_mid) / math.log(est_mid) - 1) < 0.05
assert abs(math.log(W_rk4) / math.log(est_rk4) - 1) < 0.05
print(f"final W - 1, exponential midpoint: {W_exp - 1:.1e}")
print(f"final W, explicit midpoint: {W_mid:.4e}, estimate {est_mid:.4e}")
print(f"final W, RK4: {W_rk4:.6f}, estimate {est_rk4:.6f}")

# Solution error of the first column against an adaptive integration.
reference = solve_ivp(lambda r, y: coefficient_matrix(r, E_cont) @ y,
                      (r_start, r_end), [1.0, 0.0], method="DOP853",
                      rtol=1e-12, atol=1e-14).y[:, -1]
scale_Q = math.sqrt((E_cont + 2 * c * c) / E_cont)
weights = np.array([1.0, scale_Q])
print(f"weight of Q in the error norm = {scale_Q:.5f}")
print("h (bohr) | rel. error exp. | rel. error RK4 | W-1 exp. | W-1 RK4")
errors_exp, errors_rk4 = [], []
for j in range(6):
    n = n0 * 2 ** j
    Ye = propagate(step_exponential, n, r_start, r_end, E_cont)
    Yr = propagate(step_rk4, n, r_start, r_end, E_cont)
    norm = np.linalg.norm(weights * reference)
    errors_exp.append(np.linalg.norm(weights * (Ye[:, 0] - reference)) / norm)
    errors_rk4.append(np.linalg.norm(weights * (Yr[:, 0] - reference)) / norm)
    assert abs(wronskian(Ye) - 1) < 1e-10
    print(f"{(r_end - r_start)/n:.5f} | {errors_exp[-1]:.3e} | "
          f"{errors_rk4[-1]:.3e} | {wronskian(Ye)-1:.1e} | {wronskian(Yr)-1:.3e}")
ratio_exp = errors_exp[-2] / errors_exp[-1]
ratio_rk4 = errors_rk4[-2] / errors_rk4[-1]
assert 3.7 < ratio_exp < 4.3
assert 14.5 < ratio_rk4 < 17.5
print(f"last error ratio on halving h: exp. {ratio_exp:.3f}, RK4 {ratio_rk4:.3f}")


# Same exponential step for G = P/r, F = Q/r, whose matrix has trace -2/r.
def step_with_trace(r, h, E):
    mid = r + h / 2
    return expm(h * (coefficient_matrix(mid, E) - IDENTITY / mid))


W_GF = wronskian(propagate(step_with_trace, n0, r_start, r_end, E_cont))
defect = W_GF * (r_end / r_start) ** 2 - 1
defect_formula = h0 ** 2 / 12 * (1 / r_start ** 2 - 1 / r_end ** 2)
assert abs(defect / defect_formula - 1) < 0.02
print(f"G,F form: relative defect of r^2 W = {defect:.5e}, "
      f"formula {defect_formula:.5e}")

# Forbidden region: rounding in double precision against 60 digits.
r_forb, n_forb = 3.0, 50
h_forb = (r_forb - r_start) / n_forb
assert all(msquare(r, E_forb) > 0 for r in np.linspace(r_start, r_forb, 201))
Y_double = propagate(step_exponential, n_forb, r_start, r_forb, E_forb)
det_product = math.prod(
    wronskian(step_exponential(r_start + i * h_forb, h_forb, E_forb))
    for i in range(n_forb))
mp.mp.dps = 60
Y_mp = mp.eye(2)
h_mp = (mp.mpf(r_forb) - mp.mpf(r_start)) / n_forb
c_mp = mp.mpf(c)
for i in range(n_forb):
    r = mp.mpf(r_start) + (i + mp.mpf(1) / 2) * h_mp
    kin = mp.mpf(E_forb) + mp.mpf(Z) / r
    A_mp = mp.matrix([[-kappa / r, (kin + 2 * c_mp ** 2) / c_mp],
                      [-kin / c_mp, kappa / r]])
    Y_mp = mp.expm(h_mp * A_mp) * Y_mp
product_size = abs(Y_double[0, 0] * Y_double[1, 1])
W_mp = Y_mp[0, 0] * Y_mp[1, 1] - Y_mp[0, 1] * Y_mp[1, 0]
assert abs(det_product - 1) < 1e-12
assert abs(W_mp - 1) < mp.mpf(10) ** (-25)
assert abs(wronskian(Y_double) - 1) > 1e-3
print(f"forbidden run: E = {E_forb:.0f} hartree, {r_start:.0f} to "
      f"{r_forb:.0f} bohr, h = {h_forb:.4f} bohr")
print(f"size of P1*Q2 at the end = {product_size:.3e}")
print(f"W from double-precision columns = {wronskian(Y_double):.3e}")
print(f"product of step determinants - 1 = {det_product - 1:.1e}")
print(f"|W - 1| with 60 digits = {mp.nstr(abs(W_mp - 1), 2)}")
print("tests ok")
```

Output:

```
speed of light c = 137.035999 a.u.
Z = 50, kappa = -1, E = 100 hartree
range 1 to 21 bohr
step h = 0.0400 bohr, steps = 500, first midpoint = 1.0200 bohr
A11 = 0.980392, A12 = 275.159447 1/bohr
A21 = -1.087449, A22 = -0.980392 1/bohr
m = -298.26059 1/bohr^2, k = 17.270223 1/bohr, kh = 0.690809
cos(kh) = 0.77073086, sin(kh)/k = 0.03689361 bohr
M11 = 0.80690107, M12 = 10.15162501
M21 = -0.04011990, M22 = 0.73456066
first-step det, exponential: 1.000000000000
first-step det, explicit midpoint: 1.05575354
first-step det, RK4: 0.99858084
final W - 1, exponential midpoint: -1.0e-14
final W, explicit midpoint: 2.4830e+06, estimate 2.5570e+06
final W, RK4: 0.757358, estimate 0.757355
weight of Q in the error norm = 19.40560
h (bohr) | rel. error exp. | rel. error RK4 | W-1 exp. | W-1 RK4
0.04000 | 5.799e-04 | 2.714e-01 | -1.0e-14 | -2.426e-01
0.02000 | 1.426e-04 | 1.816e-02 | -1.1e-14 | -8.942e-03
0.01000 | 3.551e-05 | 1.138e-03 | 5.3e-15 | -2.830e-04
0.00500 | 8.868e-06 | 7.111e-05 | -2.7e-15 | -8.863e-06
0.00250 | 2.216e-06 | 4.445e-06 | 1.3e-15 | -2.771e-07
0.00125 | 5.540e-07 | 2.778e-07 | 1.3e-14 | -8.661e-09
last error ratio on halving h: exp. 4.000, RK4 16.001
G,F form: relative defect of r^2 W = 1.33003e-04, formula 1.33031e-04
forbidden run: E = -100 hartree, 1 to 3 bohr, h = 0.0400 bohr
size of P1*Q2 at the end = 1.946e+20
W from double-precision columns = 0.000e+00
product of step determinants - 1 = 2.9e-15
|W - 1| with 60 digits = 0.0
tests ok
```
